# The Pauling Curve of Abell–Tersoff Potentials and Its Conditions

When an Abell–Tersoff potential is fitted to several crystal structures of one element, a decision comes early: if the bond lengths and energies come out wrong, should one refine the angular function or change the pair functions? For structures with equal first-neighbour bonds, no other pairs within the cutoff, and bond orders that do not change under uniform scaling, the theorem below decides it. The angular function can move a structure along one exponential curve of bond energy against bond length, but cannot move it off that curve. If the reference data do not lie near such a curve, no angular function will repair the fit, and the pair functions or the form of the model must change.

## The model and its assumptions

The total energy is a sum over ordered pairs of atoms,

$$E=\frac12\sum_{i\ne j} f_c(r_{ij})\left[V_R(r_{ij})-b_{ij}V_A(r_{ij})\right],\tag{1}$$

where the factor $1/2$ is needed because each bond appears twice, as $ij$ and as $ji$. The cutoff function $f_c$ is 1 up to a distance $R_1$, falls smoothly, and is 0 beyond $R_2$. With $x=r-r_0$, the repulsion and attraction are

$$V_R=\frac{D_0}{S-1}e^{-\kappa_R x},\qquad V_A=\frac{S D_0}{S-1}e^{-\kappa_A x},\tag{2}$$

$$\kappa_R=\beta\sqrt{2S},\qquad \kappa_A=\beta\sqrt{2/S}=\kappa_R/S,\tag{3}$$

with $D_0>0$, $\beta>0$ and $S>1$. The bond order $b_{ij}$ weakens the attraction when atom $i$ has other neighbours. The example uses

$$b_{ij}=(1+\chi_{ij})^{-1/2},\qquad \chi_{ij}=\sum_{k\ne i,j}f_c(r_{ik})\,g(\theta_{ijk}),\tag{4}$$

where $\theta_{ijk}$ is the angle at atom $i$ between bonds $ij$ and $ik$. A dimer has no third atom, so $\chi=0$ and $b=1$. The proof does not use the particular form (4).

Three assumptions are made about the structure.

- **A1.** All first-neighbour bonds have the same length $r$, with $r<R_1$. All other pairs are farther apart than $R_2$.
- **A2.** Uniform scaling, which changes $r$ and leaves the angles alone, does not change the bond orders.
- **A3.** The mean bond order $b$, taken over all ordered bonded pairs, is positive.

If the second-neighbour distance is $\rho r$, assumption A1 confines $r$ to the window $R_2/\rho<r<R_1$. Within it, (4) satisfies A2, because every cutoff factor is 0 or 1 and the angles are fixed.

## Lemma 1: the lattice sum becomes a single function

**Under A1 and A2, the energy per bond is**

$$\varepsilon(r)=V_R(r)-bV_A(r),\tag{5}$$

**with $b$ constant in $r$. If each atom has $z$ bonds, the energy per atom is $z\varepsilon/2$.**

*Proof.* Let a finite structure, or one periodic cell, contain $N_b$ bonds. There are $2N_b$ ordered bonded pairs, all with $f_c=1$ and length $r$; the other pairs contribute nothing. Equation (1) gives

$$E=\frac12\Big[2N_bV_R(r)-V_A(r)\sum_{\rm pairs}b_{ij}\Big]=N_b\left[V_R(r)-bV_A(r)\right],$$

since the sum of the bond orders is $2N_b b$. Division by $N_b$ gives (5). With $z$ bonds per atom, each shared by two atoms, there are $z/2$ bonds per atom. $\square$

In the lattices treated below all first-neighbour bonds have the same bond order, which is then $b$. If bonds of equal length had different bond orders, the theorem would hold for the mean bond energy, not for each bond separately.

## Theorem: one curve for all such structures

**Let A1–A3 hold, and let the energy be stationary under uniform scaling at a length $r_b$ inside the window of A1. Then the energy per bond $E_b=\varepsilon(r_b)$ satisfies**

$$E_b=-D_0\,e^{-\beta\sqrt{2S}\,(r_b-r_0)}.\tag{6}$$

**The position on the curve is fixed by $b$ alone:**

$$r_b=r_0-\frac{\ln b}{\kappa_A(S-1)},\qquad E_b=-D_0\,b^{S/(S-1)}.\tag{7}$$

**The point is a minimum under scaling, with stiffness**

$$k\equiv\varepsilon''(r_b)=2\beta^2|E_b|.\tag{8}$$

*Proof.* Because $b$ is constant, differentiating (5) acts on the two exponentials only:

$$\varepsilon'=-\kappa_RV_R+\kappa_A bV_A.\tag{9}$$

At $r_b$ this vanishes, so $\kappa_A bV_A=\kappa_RV_R$. Since $\kappa_R/\kappa_A=S$,

$$bV_A(r_b)=S\,V_R(r_b).\tag{10}$$

This removes $b$, and with it the angular function, from the energy:

$$E_b=V_R-bV_A=(1-S)V_R(r_b)=-(S-1)\frac{D_0}{S-1}e^{-\kappa_R(r_b-r_0)},$$

which is (6).

To find the position, insert (2) into (10) and cancel the common factor $SD_0/(S-1)$:

$$b\,e^{-\kappa_Ax_b}=e^{-\kappa_Rx_b},\qquad x_b=r_b-r_0.$$

Hence $\ln b=-(\kappa_R-\kappa_A)x_b=-\kappa_A(S-1)x_b$, which is the first part of (7). Then

$$-\kappa_Rx_b=\frac{\kappa_R\ln b}{\kappa_A(S-1)}=\frac{S}{S-1}\ln b,$$

and (6) becomes the second part of (7).

For the stiffness, differentiate (9) once more and use (10):

$$\varepsilon''(r_b)=\kappa_R^2V_R-\kappa_A^2bV_A=(S^2\kappa_A^2-S\kappa_A^2)V_R=S\kappa_A^2(S-1)V_R.$$

From (3), $S\kappa_A^2=2\beta^2$, and $(S-1)V_R(r_b)=|E_b|$. This proves (8). The stiffness is positive, so the stationary point is a minimum under scaling. $\square$

Physically, at equilibrium the two forces balance. Since each force is its energy times a decay constant, the two energies then stand in the fixed ratio $S$, whatever the strength of the attraction. The bond energy is therefore a fixed multiple of the repulsion, and the curve inherits the decay constant of the repulsion.

If one defines a Pauling bond number $n=|E_b|/D_0$, equation (6) reads $r_b=r_0-\kappa_R^{-1}\ln n$, the logarithmic relation that gives the curve its name. This $n$ equals $b^{S/(S-1)}$, not $b$.

The theorem concerns scaling only. It does not show that a structure is stable against shear or against displacements of single atoms.

## Lemma 2: the dimer fixes the curve

**The depth, length, curvature and third derivative of the dimer energy at its minimum determine $D_0$, $r_0$, $\beta$ and $S>1$, and therefore the whole curve (6).**

*Proof.* For the dimer $b=1$. Equation (7) gives length $r_0$ and depth $D_0$, and (8) gives curvature $2\beta^2D_0$. The third derivative at $r_0$ is

$$t=-\kappa_R^3V_R+\kappa_A^3V_A=\frac{D_0\kappa_A^3}{S-1}(-S^3+S)=-D_0\kappa_A^3S(S+1).$$

With $\kappa_A^3=2\sqrt2\,\beta^3S^{-3/2}$,

$$t=-2\sqrt2\,D_0\beta^3\left(\sqrt S+\frac1{\sqrt S}\right).\tag{11}$$

Let $q=-t/(2\sqrt2D_0\beta^3)$. Multiplying $\sqrt S+1/\sqrt S=q$ by $\sqrt S$ gives a quadratic equation for $\sqrt S$, with roots $\tfrac12(q\pm\sqrt{q^2-4})$. Their product is 1, so one root gives $S>1$ and the other its reciprocal. The convention $S>1$ selects the plus sign. $\square$

The two roots describe the same dimer curve. Replacing $S$ by $1/S$ exchanges $\kappa_R$ and $\kappa_A$, and turns the prefactors $D_0/(S-1)$ and $SD_0/(S-1)$ into $-SD_0/(S-1)$ and $-D_0/(S-1)$. The difference $V_R-V_A$ is unchanged. Choosing $S>1$ makes $V_R$ and $V_A$ both positive, so that the bond order multiplies the attraction. With the other root it would multiply the repulsion, and the curve (6) would have a different decay constant.

Depth, length and curvature alone leave $S$ open. Two potentials can agree in these three dimer data and still have different Pauling curves.

## Limiting cases

For $S=2$ the dimer has the Morse form, with $\kappa_R=2\beta$ and $\kappa_A=\beta$. Then $E_b=-D_0b^2$ and $r_b=r_0-\ln b/\beta$.

For $S\to\infty$ at fixed $\beta$ and $b$, the repulsion becomes a hard wall. The denominator in (7), $\kappa_A(S-1)=\beta\sqrt{2S}(1-1/S)$, grows without bound, so $r_b\to r_0$, while $E_b\to-D_0b$. The bonds weaken without lengthening.

For $S\to1$ at fixed $b<1$, the denominator tends to zero. The bond length then diverges and the bond energy vanishes: the two exponentials have nearly the same range, so a small loss of attraction moves the balance point far out.

The numerical output shows this trend for $b=0.7$, with the parameters $D_0$, $r_0$ and $\beta$ of the example below and no cutoff. The bond lengths are 3.12, 2.44 and 2.35 Å for $S=1.2$, 2 and 3, and the bond energies are $-0.35$, $-1.47$ and $-1.76$ eV.

## Worked example

The model parameters are $D_0=3$ eV, $r_0=2.2$ Å, $\beta=1.5$ Å$^{-1}$ and $S=1.5$, with $R_1=3.1$ Å and $R_2=3.4$ Å, and $f_c=\tfrac12[1+\cos(\pi(r-R_1)/(R_2-R_1))]$ between them. They represent no particular element. Three angular functions are used, with $c=\cos\theta$:

$$g_T=0.1\left[5-\frac{4}{1+(c+0.5)^2}\right],\quad g_Q=0.05+0.4\left(c+\tfrac13\right)^2,\quad g_C=0.12.$$

The first has the Tersoff form, the second is quadratic, and the third ignores angles and merely counts neighbours.

*The curve from the dimer.* The numerical curvature is 13.50 eV/Å$^2$, so $\beta^2=13.50/(2\times3)=2.25$ Å$^{-2}$ and $\beta=1.5$ Å$^{-1}$. The third derivative is $-58.457$ eV/Å$^3$, so

$$q=\frac{58.457}{2\sqrt2\times3\times1.5^3}=2.0412,\qquad \sqrt S=\frac{2.0412+0.4082}{2}=1.2247.$$

This returns $S=1.50$. The decay constant of the curve is $\kappa_R=1.5\sqrt3=2.598$ Å$^{-1}$.

*One lattice by hand.* In diamond, each bond has three neighbouring bonds at $c=-1/3$. For $g_Q$ this gives $\chi=3\times0.05=0.15$ and $b=1.15^{-1/2}=0.9325$. With $\kappa_A(S-1)=1.732\times0.5=0.866$ Å$^{-1}$,

$$r_b=2.2+\frac{0.0699}{0.866}=2.281\ \text{Å},\qquad E_b=-3\times0.9325^3=-2.433\ \text{eV}.$$

The exponent is $S/(S-1)=3$. Direct minimization of the full lattice energy gives the same values. The stiffness is $2\times2.25\times2.433=10.95$ eV/Å$^2$, and the energy per atom is $2E_b=-4.87$ eV.

*All lattices.* The honeycomb, diamond, simple cubic and fcc lattices were minimized with each of the three functions. Some of the resulting points are:

| Lattice, function | $b$ | $r_b$ (Å) | $E_b$ (eV) |
|---|---:|---:|---:|
| honeycomb, $g_Q$ | 0.944 | 2.267 | −2.523 |
| diamond, $g_T$ | 0.866 | 2.366 | −1.951 |
| simple cubic, $g_C$ | 0.791 | 2.471 | −1.482 |
| fcc, $g_T$ | 0.564 | 2.861 | −0.539 |

All twelve points agree with the curve obtained from the dimer derivatives; the largest deviation is about $10^{-7}$ eV. The first and last rows belong to different lattices and different angular functions, yet they give the common slope:

$$\frac{\ln(2.5235/0.5392)}{2.8606-2.2666}=2.598\ \text{Å}^{-1}.$$

The angular function does change the positions. The fcc bond length is 2.86 Å for $g_T$ and 2.69 Å for $g_C$, while the bond energy changes from $-0.54$ to $-0.85$ eV. Both points remain on the curve.

## Remark: the energy per atom is not universal

The energy that ranks structures at zero pressure is the energy per atom,

$$E_{\rm atom}=-\frac z2D_0\,b^{S/(S-1)}.\tag{12}$$

It contains $z$ as well as $b$, so the structure with the strongest bonds need not have the lowest energy per atom. The angular function, which sets $b$, can change the order of the structures. Among the four lattices, diamond is lowest for $g_T$ and $g_Q$, at $-3.90$ and $-4.87$ eV per atom. For $g_C$ the lowest is fcc, at $-5.09$ eV per atom.

The competition can be seen by supposing that $b=Cz^{-p}$ over some range of coordination, with $C$ constant. Equation (12) then gives $|E_{\rm atom}|\propto z^{1-pS/(S-1)}$. More neighbours are favoured if $p<(S-1)/S$, and fewer if $p>(S-1)/S$. For $S=1.5$ the dividing value is $p=1/3$.

## Corollary: the bulk modulus

**For a three-dimensional structure obeying the theorem, with volume $v$ per atom, whose response to pressure is a uniform scaling (as symmetry requires for the simple cubic, fcc and diamond lattices when they resist shear), the bulk modulus at zero pressure is**

$$B=\frac{2\beta^2r_b^2\,|E_{\rm atom}|}{9v}.\tag{13}$$

*Proof.* By definition $B=v\,d^2E_{\rm atom}/dv^2$. Uniform scaling gives $v\propto r^3$, hence $dr/dv=r/(3v)$. At equilibrium the first derivative of the energy vanishes, so only the second derivative with respect to $r$ survives the chain rule:

$$B=v\,\frac{zk}{2}\left(\frac{r_b}{3v}\right)^2=\frac{zk\,r_b^2}{18v}.$$

Using $k=2\beta^2|E_b|$ and $z|E_b|/2=|E_{\rm atom}|$ gives (13). $\square$

Once the length, volume and energy of such a structure have been fitted, its bulk modulus therefore depends on no further parameter except $\beta$. Refining the angular function cannot adjust it separately. The condition on shear matters. With $g_C$ the energy inside the window of A1 depends on bond lengths alone, so the simple cubic and diamond lattices can shear at fixed bond lengths without cost and thereby reduce their volume; for them (13) is then only the modulus for uniform scaling.

If pressure also changes an axial ratio or an internal coordinate of an equilibrium structure, (13) is the modulus for uniform scaling only, and the relaxed bulk modulus is lower. Take the simple hexagonal lattice with $c=a$ and $g_C$, where $z=8$ and $E_{\rm atom}=3\varepsilon(a)+\varepsilon(c)$. Small relative changes $x$ of $a$ and $y$ of $c$ cost $\tfrac12kr_b^2(3x^2+y^2)$ and change the volume by the fraction $\delta=2x+y$. At fixed $\delta$ the cost is least for $x=2\delta/7$ and $y=3\delta/7$, which gives $B=3kr_b^2/(7v)$. Uniform scaling gives $4kr_b^2/(9v)$, so relaxing the axial ratio gives $27/28$ of (13). This keeps the hexagonal symmetry; with $g_C$ a tilt of the $c$ axis at fixed bond lengths costs nothing and also reduces the volume.

## When the law fails

**Bond orders that depend on length.** Suppose A2 fails and $b=b(r)$. The stationary condition gains a term:

$$-\kappa_RV_R+\kappa_AbV_A-b'V_A=0.$$

Division by $\kappa_A$ gives $bV_A=SV_R+b'V_A/\kappa_A$, and therefore

$$E_b=-D_0e^{-\kappa_R(r_b-r_0)}-\frac{b'(r_b)V_A(r_b)}{\kappa_A}.\tag{14}$$

A bond order that grows with length puts the structure below the curve; one that falls with length puts it above.

As a test, each term of $\chi$ for the simple cubic lattice with $g_Q$ was multiplied by $e^{-\mu(r_{ik}-r_0)}$, with $\mu=1$ Å$^{-1}$. The minimum is at 2.518 Å, where $b'=0.1274$ Å$^{-1}$. There $V_A=9e^{-1.732\times0.3176}=5.19$ eV, and the last term of (14) is

$$-\frac{0.1274\times5.19}{1.732}=-0.382\ \text{eV}.$$

The computed bond energy is $-1.6965$ eV and the curve gives $-1.3145$ eV, so the departure is indeed $-0.382$ eV. Without the extra factor the same lattice has $r_b=2.473$ Å and $E_b=-1.475$ eV. The factor has made the bond both longer and stronger, which motion along the curve cannot do.

A factor $e^{\lambda^3(r_{ij}-r_{ik})^3}$ behaves differently. For equal bonds its exponent is zero at every scale, so it leaves the theorem intact.

**Second neighbours within the cutoff.** In bcc the ratio of second to first distances is $\rho=2/\sqrt3=1.155$. Assumption A1 then requires $3.4/1.155=2.94<r<3.1$ Å. With $g_Q$ and first neighbours alone, each bond sees three others at $c=1/3$, three at $c=-1/3$ and one at $c=-1$. Thus

$$\chi=3(0.2278)+3(0.05)+0.2278=1.061,$$

and (7) gives $r_b=2.62$ Å. This lies outside the window, so the theorem does not apply.

The lowest bcc energy found between 1.9 and 3.05 Å is at a first-neighbour distance of 2.91 Å. The second neighbours are then at 3.36 Å, where $f_c$ is falling, so the shape of the cutoff enters the result. One quarter of the energy per atom, which would be the bond energy if eight neighbours alone contributed, is $-0.87$ eV. The curve at that length gives $-0.48$ eV. A bcc point in a fit should therefore be checked for its second-neighbour distance before it is used to judge the curve.

## Use in fitting

For reference structures that meet A1, plot $\ln|E_b|$ against $r_b$, with $|E_b|=2|E_{\rm atom}|/z$ and energies measured from free atoms. If its bond orders also satisfy A2, the model requires a straight line of slope $-\kappa_R$. The breathing stiffness gives $\beta^2=k/(2|E_b|)$, and then $S=\kappa_R^2/(2\beta^2)$. These steps fix the pair functions' shape before any angular function is chosen.

As long as $b$ is treated as a free number for each structure, the data for solids do not fix $r_0$ and $D_0$ separately. Move the reference point along the curve, $r_0\to r_0+a$ and $D_0\to D_0e^{-\kappa_Ra}$. Then $V_R$ is unchanged, while $V_A$ is multiplied by $e^{-(\kappa_R-\kappa_A)a}$, a constant that can be absorbed into these free values of $b$; a specific form such as (4), which gives $b\le1$ for $g\ge0$, restricts this. The condition $b=1$ for the dimer removes this freedom. If the real dimer lies off the line through the solids, this model cannot reproduce both, and the fit must choose which to describe.

## Computed results

```
input D0 = 3.00 eV, r0 = 2.20 angstrom
input beta = 1.50 1/angstrom, S = 1.50 (no unit)
cutoff taper from 3.10 to 3.40 angstrom
dimer: depth 3.0000 eV, length 2.2000 angstrom
dimer: curvature 13.5000 eV/angstrom^2
dimer: third derivative -58.4567 eV/angstrom^3
from dimer: beta 1.5000 1/angstrom, S 1.5000
from dimer: decay constant of curve 2.5981 1/angstrom
columns: z, b (no unit); r_b (angstrom); E_bond, curve, E_atom (eV); k (eV/angstrom^2)
Tersoff, honeycomb: 3 0.9129 2.3053 -2.2822 -2.2822 -3.4233 10.2698
Tersoff, diamond: 4 0.8663 2.3657 -1.9505 -1.9505 -3.9011 8.7774
Tersoff, simple cubic: 6 0.7255 2.5706 -1.1455 -1.1455 -3.4365 5.1547
Tersoff, fcc: 12 0.5643 2.8606 -0.5392 -0.5392 -3.2350 2.4263
quadratic, honeycomb: 3 0.9440 2.2666 -2.5235 -2.5235 -3.7852 11.3557
quadratic, diamond: 4 0.9325 2.2807 -2.4326 -2.4326 -4.8652 10.9468
quadratic, simple cubic: 6 0.7892 2.4734 -1.4746 -1.4746 -4.4239 6.6358
quadratic, fcc: 12 0.5800 2.8289 -0.5855 -0.5855 -3.5128 2.6346
constant, honeycomb: 3 0.8980 2.3242 -2.1726 -2.1726 -3.2590 9.7769
constant, diamond: 4 0.8575 2.3775 -1.8915 -1.8915 -3.7831 8.5119
constant, simple cubic: 6 0.7906 2.4714 -1.4823 -1.4823 -4.4470 6.6704
constant, fcc: 12 0.6565 2.6859 -0.8490 -0.8490 -5.0938 3.8203
slope of ln(-E_bond/eV) over all lattices: -2.5981 1/angstrom
largest deviation from dimer curve: 8.9e-08 eV
S = 1.2, b = 0.7: r_b 3.1209 angstrom, E_bond -0.3529 eV
S = 2.0, b = 0.7: r_b 2.4378 angstrom, E_bond -1.4700 eV
S = 3.0, b = 0.7: r_b 2.3456 angstrom, E_bond -1.7570 eV
bcc, quadratic: first 2.9088, second 3.3588 angstrom
bcc: E_atom/4 -0.8723 eV, curve -0.4757 eV
length-dependent b, simple cubic: decay 1.0 1/angstrom, r_b 2.5176 angstrom
length-dependent b: E_bond -1.6965 eV, curve -1.3145 eV
length-dependent b: db/dr 0.1274 1/angstrom
departure: found -0.3820 eV, formula -0.3820 eV
```
